# Well width, material gain and modal gain in quantum wells

## Two wells that amplify equally

Take two wells with impenetrable walls, one twice as wide as the other. In each, one electron subband and one heavy-hole subband are fully inverted: every electron state is full and every valence state empty. Light polarised in the plane crosses each well once, along the growth axis $z$, at the same photon energy.

The lowest envelope, for electron and hole alike, is

$$F(z)=\sqrt{2/L}\,\cos(\pi z/L),\qquad |z|<L/2 .$$

The effective mass does not appear in it, so the overlap that enters the optical transition is

$$I=\int F_cF_v\,dz=\frac{2}{L}\int_{-L/2}^{L/2}\cos^2\!\left(\frac{\pi z}{L}\right)dz=\frac2L\cdot\frac L2=1$$

at every width $L$. The wider well has more length over which electron and hole meet, but each is diluted in proportion. The number of in-plane states per area does not depend on $L$ either. Both wells therefore add the same fraction $G$ to the light.

Material gain $g$ is the fractional power growth per length of amplifying material. For small $G$, $G=gL$, so the narrow well has twice the material gain. It is no stronger an amplifier; the same gain has been divided by half the thickness. In a waveguide the confinement factor multiplies the thickness back.

This argument rests on a single subband pair, a fixed inversion and a well much thinner than the optical mode. At room temperature the first of these is the weak point.

## The gain of one crossing

**Counting pairs.** Let the subbands be parabolic, with in-plane masses $m_e$ and $m_h$. A vertical transition at in-plane wavevector $k$ has energy

$$E=E_1+\frac{\hbar^2k^2}{2m_e}+\frac{\hbar^2k^2}{2m_h}=E_1+\frac{\hbar^2k^2}{2m_r},\qquad \frac1{m_r}=\frac1{m_e}+\frac1{m_h},$$

where $E_1$ is the subband edge. With two spins, the number of pairs per area inside radius $k$ is $2\pi k^2/(2\pi)^2=k^2/2\pi$. Inserting $k^2=2m_r(E-E_1)/\hbar^2$ and differentiating with respect to $E$ gives

$$\rho=\frac{m_r}{\pi\hbar^2}$$

pairs per area and energy. No thickness enters.

**Transition rate.** Let the vector potential have amplitude $A_0$ and vary as $\cos\omega t$. The coupling is $(e/m_0)\mathbf A\cdot\mathbf p$. Half of the cosine drives the resonant transition, so the matrix element is $eA_0MI/2m_0$, with $M$ the momentum matrix element between the band-edge Bloch states. Emission needs a full upper and an empty lower state, absorption the reverse. Their difference is

$$f_c(1-f_v)-f_v(1-f_c)=f_c-f_v\equiv D ,$$

where $f_c$ and $f_v$ are electron occupations. The golden rule gives the net emitted power per area:

$$P=\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2A_0^2}{4m_0^2}|M|^2I^2\rho D=\frac{\pi\omega e^2A_0^2}{2m_0^2}|M|^2I^2\rho D .$$

The electric field has amplitude $\omega A_0$, so the energy flux in a medium of index $n_w$ is $S=\tfrac12n_wc\varepsilon_0\omega^2A_0^2$. Dividing,

$$G=\frac PS=\frac{\pi e^2|M|^2I^2\rho D}{n_wc\varepsilon_0m_0^2\omega}.$$

**The matrix element.** At $k=0$ the heavy-hole states are $(X\pm iY)/\sqrt2$, each with one spin. If $P_0$ is the magnitude of $\langle S|p_x|X\rangle$, in-plane light sees $|M|^2=P_0^2/2$. The Kane energy is $E_P=2P_0^2/m_0$, hence $|M|^2=m_0E_P/4$. Substituting this and $\rho$,

$$G=\frac{e^2E_Pm_rI^2D}{4n_wc\varepsilon_0\hbar^2m_0\omega}.$$

With the fine-structure constant $\alpha=e^2/4\pi\varepsilon_0\hbar c$, the group $e^2/4\varepsilon_0\hbar c$ equals $\pi\alpha$, and

$$\boxed{G=\frac{\pi\alpha}{n_w}\,\frac{E_P}{\hbar\omega}\,\frac{m_r}{m_0}\,I^2D,\qquad g=\frac GL .}$$

This $G$ is referred to a flux in a medium of the well's own index, as the definition of $g$ requires. A well much thinner than the wavelength, embedded in a medium of index $n_b$, adds the fraction $Gn_w/n_b$ to light crossing it; that factor does not depend on $L$. For $I=1$ and fixed $D$, the width survives in $G$ through the photon energy alone, which rises slightly as the well narrows. Peak material gain is thus proportional to $1/(L\hbar\omega)$, close to $1/L$.

The prefactor was tested by integrating the Schrödinger equation for fully inverted pairs in a weak oscillating field for 300 fs, with the photon 0.45 eV above the edge. For the finite wells introduced below, this gave $G=0.4441\%$ at 4 nm and $0.4748\%$ at 12 nm; the formula gives $0.4458\%$ and $0.4761\%$.

## What fixed filling means

Away from the edge, both the electron and the hole of a pair have more kinetic energy, so both occupations fall and $D$ falls. The factor $1/\hbar\omega$ falls too. Without broadening, the peak of a single pair therefore sits at the edge, and fixed filling here means fixed $D$ at that point.

To relate $D$ to carrier density, let $F$ be the electron quasi-Fermi level measured from its subband edge. Integrating the Fermi function over the constant density of states gives

$$n_s=N_c\ln\!\left(1+e^{F/k_BT}\right),\qquad N_c=\frac{m_ek_BT}{\pi\hbar^2}.$$

The edge occupation follows without approximation in this model:

$$f_c=\frac1{1+e^{-F/k_BT}}=1-\frac1{1+e^{F/k_BT}}=1-e^{-n_s/N_c}.$$

Holes obey the same relation with $N_v=m_hk_BT/\pi\hbar^2$, and their occupation is $1-f_v$. For equal electron and hole densities,

$$D=f_c+(1-f_v)-1=1-e^{-n_s/N_c}-e^{-n_s/N_v}.$$

With one subband pair at fixed temperature, fixed filling is fixed **sheet** density. Fixed volume density is a different experiment. At $2\times10^{18}$ cm⁻³ and the parameters below, $D$ is 0.185 in a 6 nm well and 0.543 in a 10 nm well. Since $g\propto D/(L\hbar\omega)$, the narrower well then has only about 0.55 of the material gain of the wider one. Between these two widths the filling condition reverses the $1/L$ trend. In much wider wells $D$ approaches one within this single-pair model, and material gain falls with width again.

## Why the guide removes the width

Let a TE mode travel along $x$ with field $u(z)e^{i(\beta x-\omega t)}$, polarised in the well plane. It obeys

$$u''+(k_0^2\varepsilon-\beta^2)u=0,\qquad k_0=\omega/c .$$

Change $\varepsilon$ by a small $\delta\varepsilon$ in the well. To first order,

$$\delta u''+(k_0^2\varepsilon-\beta^2)\delta u+\left(k_0^2\delta\varepsilon-\delta(\beta^2)\right)u=0 .$$

Multiply by $u$ and integrate over $z$. Two integrations by parts move the derivatives from $\delta u$ to $u$; the boundary terms vanish for a guided mode, and the terms in $\delta u$ cancel by the original equation. What remains is

$$\delta(\beta^2)=2\beta\,\delta\beta=k_0^2\,\frac{\int\delta\varepsilon\,u^2dz}{\int u^2dz}.$$

Power growing as $e^{gx}$ requires the field to grow as $e^{gx/2}$, so the well index is $n_w-ig/2k_0$. Squaring and dropping the $g^2$ term, $\delta\varepsilon=-in_wg/k_0$. With $\beta=k_0N$, where $N$ is the mode index, the modal gain is

$$g_{\rm mod}=-2\,{\rm Im}\,\delta\beta=\Gamma g,\qquad \Gamma=\frac{n_w}{N}\,\frac{\int_{\rm well}u^2dz}{\int u^2dz}.$$

If the field hardly varies across a well at $z_0$, the upper integral is $L\,u^2(z_0)$. Define $L_{\rm mode}=\int u^2dz/u^2(z_0)$. Then

$$\Gamma=\frac{n_wL}{NL_{\rm mode}},\qquad g_{\rm mod}=\frac{n_wL}{NL_{\rm mode}}\,\frac GL=\frac{n_wG}{NL_{\rm mode}} .$$

The width cancels. Inserting $G$ cancels the explicit $n_w$ as well:

$$g_{\rm mod}=\frac{\pi\alpha}{NL_{\rm mode}}\,\frac{E_P}{\hbar\omega}\,\frac{m_r}{m_0}\,I^2D .$$

**The mode length of a symmetric guide.** Let the core have thickness $d$, with the well at its centre. The lowest mode is $\cos\kappa z$ in the core and decays as $e^{-\gamma|z|}$ in the cladding. Then

$$L_{\rm mode}=\frac d2+\frac{\sin\kappa d}{2\kappa}+\frac{\cos^2(\kappa d/2)}{\gamma}.$$

Continuity of $u$ and $u'$ requires $\kappa\tan(\kappa d/2)=\gamma$, so $\cos(\kappa d/2)=(\kappa/\gamma)\sin(\kappa d/2)$. The middle term becomes

$$\frac{\sin(\kappa d/2)\cos(\kappa d/2)}{\kappa}=\frac{\sin^2(\kappa d/2)}{\gamma},$$

and the last two terms add to $1/\gamma$:

$$L_{\rm mode}=\frac d2+\frac1\gamma .$$

A longer optical tail dilutes the field at the well, and so does a thicker core if $\gamma$ is unchanged. For given indices the two are linked: $\gamma$ tends to zero as the core is thinned, so the tail grows without limit, while for a thick core $d/2$ dominates. $L_{\rm mode}$ is therefore smallest at an intermediate core thickness. This length, not $L$, sets the modal gain.

## How large: a CdTe-like well

The example is a CdTe-like well between (Cd,Mg)Te barriers at 300 K, with rough typical parameters: gap 1.50 eV, $E_P=20$ eV, $m_e=0.100\,m_0$, in-plane heavy-hole mass $0.154\,m_0$, and barriers of 0.35 eV for electrons and 0.15 eV for holes. The indices are 2.95 in the well, 2.75 in the 300 nm core and 2.60 in the cladding. They are held fixed as the photon energy changes.

The reduced mass is $0.0606\,m_0$. At a sheet density of $2.00\times10^{12}$ cm⁻², with $N_c=1.080\times10^{12}$ and $N_v=1.661\times10^{12}$ cm⁻²,

$$D=1-e^{-1.852}-e^{-1.204}\approx0.543 .$$

For 8 nm the photon energy is 1.545 eV, and with $I=1$

$$G=\frac{\pi\alpha}{2.95}\cdot\frac{20}{1.545}\cdot0.0606\cdot0.543\approx0.331\% .$$

Light crossing this well inside the core material would gain $2.95/2.75$ times as much, about 0.355%. Dividing $G$ by $8\times10^{-7}$ cm gives $g\approx4140$ cm⁻¹. For the guide without the well, $N=2.6725$ and $L_{\rm mode}=356.6$ nm, so the thin-well formula gives

$$g_{\rm mod}=\frac{2.95\times0.00331}{2.6725\times356.6\times10^{-7}\ {\rm cm}}\approx102\ {\rm cm}^{-1}.$$

A solution of the wave equation with complex index gives 102.7 cm⁻¹ when the same $G$ is placed in a layer 0.5 nm thick.

The next table holds $D$ at 0.543 and sets $I=1$, but takes photon energies from wells with finite barriers. Modal gains come from the complex-index solution.

| $L$ (nm) | $g$ (cm⁻¹) | $\Gamma$ (%) | $g_{\rm mod}$ (cm⁻¹) |
|---:|---:|---:|---:|
| 4 | 7879 | 1.32 | 104 |
| 6 | 5429 | 1.95 | 106 |
| 8 | 4138 | 2.59 | 107 |
| 10 | 3340 | 3.25 | 109 |
| 12 | 2799 | 3.92 | 110 |

From 4 to 12 nm, material gain falls by a factor 2.815. This is the width ratio 3 times the photon-energy factor 0.938. Modal gain rises by about 6%.

The small rise has identifiable parts. The lower photon energy of the wide well raises $G$ by 6.6%, while $\Gamma/L$ falls by 0.9%. That small fall hides two larger effects. At fixed photon energy, the high index of a wider well draws the field inward and raises modal gain by 4.5%; with the well index matched to the core, the change is only −0.02%. The remaining factor, about 0.95, is the looser mode at longer wavelength.

Finite barriers reduce the overlap little: $I^2$ is 0.981 at 4 nm and 0.997 at 12 nm. At 4 nm, 10.6% of the electron and 4.7% of the heavy hole lie outside the nominal well. The thickness used to define $g$ is then partly a convention, but modal gain is unaffected if $g$ and $\Gamma$ use the same one.

## Where the simple rule fails

**More subbands.** For hard walls the two lowest levels differ by $3\pi^2\hbar^2/2m_zL^2$, where $m_z$ is the mass along $z$. Widening a well brings further hole subbands within thermal reach. They take carriers from the first pair and can add transitions of their own.

A larger model includes all bound electron, heavy-hole and light-hole subbands, the finite-barrier overlaps and a broadening set by a dephasing time of 0.1 ps. Each transition is given the line shape $1/[\pi b\cosh(x/b)]$, where $x$ is the detuning in energy and $b=\hbar/(0.1\ {\rm ps})=6.6$ meV. In the next table, the second column holds the sheet density at $2\times10^{12}$ cm⁻². The last two instead hold the edge inversion of the first pair at 0.543.

| $L$ (nm) | $D$ at fixed $n_s$ | $n_s$ needed ($10^{12}$ cm⁻²) | $g_{\rm mod}$ (cm⁻¹) |
|---:|---:|---:|---:|
| 4 | 0.347 | 2.84 | 79 |
| 8 | 0.190 | 4.12 | 102 |
| 12 | 0.048 | 5.81 | 115 |

In this model, which keeps the hole subbands parabolic, the first pair of the 12 nm well is barely inverted at fixed sheet density. Holding its inversion costs twice the carriers of the 4 nm well, and modal gain is then no longer nearly constant: it rises by 46%. Material gain falls by a factor 2.03 instead of 2.815.

Dephasing alone lowers the peak of one pair at 8 nm to 0.73 of its unbroadened value, which would give about 78 cm⁻¹. The larger model gives 102 cm⁻¹. Its overlaps do not exceed one, so the excess comes from the added transitions and from the different division of the inversion between electrons and holes. The added transitions dominate: at the peak the first pair gives about 82 cm⁻¹ and the first electron–light-hole transition about 21 cm⁻¹. From 4 to 12 nm the first pair's own maximum moves only from 78 to 87 cm⁻¹, while the light-hole part grows from 0.5 to 29 cm⁻¹. Most of the 46% rise is therefore this one transition, whose size depends on the parabolic light-hole band assumed here.

**The bulk limit.** In a very wide well many pairs contribute at an energy $\epsilon$ above the gap. For an isotropic reduced mass and hard walls, their number is $\nu\approx(L/\pi\hbar)\sqrt{2m_r\epsilon}$. The density of pairs per volume is then

$$\frac{\rho\nu}{L}=\frac{m_r}{\pi\hbar^2}\,\frac{\sqrt{2m_r\epsilon}}{\pi\hbar}=\frac{(2m_r)^{3/2}\sqrt\epsilon}{2\pi^2\hbar^3},$$

the bulk value. Explicit counting for a 1000 nm well at $\epsilon=0.10$ eV gives 0.9925 of it. Material gain therefore tends to a bulk value and not to zero. Modal gain grows with thickness until the layer fills much of the mode.

**Beside real devices.** Material gains of order $10^3$ cm⁻¹ and confinement of roughly one to a few per cent per well are ordinary magnitudes for quantum-well lasers, so the example lies in a realistic range. A single subband pair is a poor assumption at room temperature: at 8 nm and fixed sheet density, the larger model lowers $D$ from 0.543 to 0.190. That model is still incomplete. The heavy–light-hole splitting is 34.8 meV at 4 nm and 9.4 meV at 12 nm, against $k_BT=25.9$ meV, so valence mixing makes the hole subbands strongly non-parabolic. Its effect on the filling is large. In an axial four-band Luttinger model with $\gamma_1=5.0$, $\gamma_2=1.5$ and $\gamma_3$ between 1.5 and 2.0, the sheet density needed for $D=0.543$ at 8 nm rises from $4.1\times10^{12}$ to roughly 7–12 $\times10^{12}$ cm⁻². At $2\times10^{12}$ cm⁻² the edge inversion there is close to zero. Narrow wells still need fewer carriers, but the densities in the table above are underestimates. Holes in the 4 nm well lie only 4.8 $k_BT$ below the barrier edge, and carriers in barrier states are left out. This matters most for narrow wells. Filling the 300 nm core at the same quasi-Fermi levels cannot be estimated with flat bands: that would leave of order $10^{12}$ cm⁻² uncompensated holes in the core, with a potential of order 1 eV. Space charge holds the escaped holes near the well. With Poisson's equation solved in the core (static permittivity 10, parabolic subbands), the bands bend by about 0.06–0.07 eV, and the density needed for $D=0.543$ rises from 2.8 to 3.1–3.3 $\times10^{12}$ cm⁻² at 4 nm and from 5.8 to about $6.0\times10^{12}$ cm⁻² at 12 nm; the range reflects the hole masses chosen for the core. The narrow well keeps its advantage, and the factor of two shrinks only to 1.8–1.9. Coulomb effects are also missing. Their scales are a two-dimensional exciton binding energy of 33 meV and a bare zero-temperature exchange shift of 51 meV for a carrier at its subband edge; screening reduces both. The absolute gains are model estimates, not predictions for a particular laser.

## What to do about it

Compare wells by $G=gL$, or by modal gain in a stated guide. A high $g$ in a narrow well is not by itself evidence of a better amplifier. When using a published $g$, find the thickness by which it was divided and use the same thickness in $\Gamma$.

State what is held fixed. Edge inversion, sheet density and volume density give different width trends, and the first two agree only while one subband pair holds the carriers.

Choose the width for emission energy, subband spacing and carrier escape. In this example a narrow well needs fewer carriers for a given edge inversion, but its holes are less securely confined.

To raise modal gain at fixed filling, shorten $L_{\rm mode}$, place the well at the field maximum, or add wells. To first order in the gain, separate wells contribute

$$g_{\rm mod}=\sum_j\frac{n_wG_j}{N}\,\frac{u^2(z_j)}{\int u^2dz}.$$

Each added well helps in proportion to the local field intensity, provided it is pumped to the same inversion; the total carrier number grows with the number of wells. The same expression covers a well bonded above a passive waveguide. There the well sits in the tail of the mode, $u^2(z_j)$ is small, and moving the mode towards the well can gain more than changing the well's width.

The values for the parabolic-subband models and the guide, apart from the estimate of carriers in the core and the split of the gain by transition, are in the numerical output that follows.

## Table of computed values

```
CdTe-like well, (Cd,Mg)Te barriers: rough inputs
gap 1.50 eV, Kane energy 20.0 eV, T 300 K
barriers: electron 0.35 eV, hole 0.15 eV
electron mass 0.100 m0; Luttinger 5.0, 1.5
heavy-hole mass z 0.500, in-plane 0.154 m0
light-hole mass z 0.125, in-plane 0.286 m0
in-plane reduced mass 0.0606 m0
indices: well 2.95, core 2.75, clad 2.60
core thickness 300 nm; static permittivity 10
in-plane strength: hh 0.5000, lh 0.1667 (of P^2)
kT 25.85 meV; sheet density 2.00e+12 cm^-2
N_c 1.080e+12, N_v 1.661e+12 cm^-2
edge inversion: formula 0.5430, integral 0.5430
gain window above edge 65.4 meV
8 nm crossing gain: full inversion 0.6096 %, filled 0.3311 %
driven pairs, 4 nm: G 0.4441 %, formula 0.4458 %
driven pairs, 12 nm: G 0.4748 %, formula 0.4761 %
Unit overlap, fixed inversion (overlap^2 shown for finite wells):
L/nm  photon/eV  overlap^2  g/cm^-1  Gamma/%  modal/cm^-1
   4  1.6230  0.9810  7879.2  1.320  103.99
   6  1.5702  0.9903  5429.4  1.949  105.83
   8  1.5451  0.9941  4138.1  2.593  107.29
  10  1.5314  0.9961  3340.2  3.251  108.58
  12  1.5231  0.9972  2798.7  3.923  109.80
4 nm/12 nm ratio: material 2.815, modal 0.947
4/12 factors: photon energy 0.9384, Gamma/L 1.0093
bare guide at 8 nm photon: N_eff 2.6725, L_mode 356.6 nm
thin-well modal gain: formula 102.48, Maxwell at 0.5 nm 102.73 cm^-1
4 to 12 nm drift, fixed photon: real index 4.48 %, matched -0.024 %
1000 nm well/bulk density of states 0.9925
Fixed volume density 2e18 cm^-3, one subband pair:
  6 nm: edge inversion 0.1852
  10 nm: edge inversion 0.5430
  12 nm: edge inversion 0.6558
All bound subbands; last two columns: 0.1 ps dephasing, real overlap
L/nm  D at 2e12 cm^-2  n_s for fixed D/cm^-2  g/cm^-1  modal/cm^-1
   4  0.3466  2.837e+12  5964.3  78.73
   6  0.2638  3.409e+12  4602.7  89.72
   8  0.1896  4.118e+12  3952.6  102.48
  10  0.1165  4.950e+12  3384.8  110.03
  12  0.0484  5.810e+12  2935.6  115.17
dephasing width parameter 6.58 meV; one-pair peak ratio at 8 nm 0.7314
Other neglected effects, by width:
  4 nm outside well: electron 10.64 %, heavy hole 4.70 %
  4 nm hh-lh split 34.8 meV; electron E1/gap 6.52 %
  4 nm escape/kT: electron 9.8, hole 4.8
  12 nm outside well: electron 0.82 %, heavy hole 0.30 %
  12 nm hh-lh split 9.4 meV; electron E1/gap 1.26 %
  12 nm escape/kT: electron 12.8, hole 5.6
exciton scale: bulk 8.2, 2D 33.0 meV
bare 2D exchange scale per carrier, T=0: 51.0 meV
grid 0.10 to 0.05 nm: largest level shift 0.0559 meV
largest error against matching condition 0.0186 meV
```
